# Valley Repopulation and the Softening of C′ in Degenerate n-Type Silicon: a program that tests the result

```python
# Result under test: in degenerate n-type silicon, strain-driven transfer of
# electrons between the six <100> valleys changes C' = (C11 - C12)/2 by
#     dC' = -Xi_u^2 g_v = -m_d Xi_u^2 (n / (2 pi^4))^(1/3)   (atomic units, T = 0)
# n: electron density; Xi_u: shear deformation potential; g_v: density of states
# of one valley at the Fermi level (both spins); m_d = (m_l m_t^2)^(1/3).
# At finite temperature g_v is replaced by d n_v / d mu.
# All internal quantities are in Hartree atomic units; strains are tensor strains.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
HARTREE_J = const.physical_constants['Hartree energy'][0]
BOHR = const.physical_constants['Bohr radius'][0]
EV = const.e / HARTREE_J                  # one eV in hartree
GPA = HARTREE_J / BOHR**3 / 1e9           # one hartree/bohr^3 in GPa
CM3 = (BOHR * 100)**3                     # one cm^-3 in bohr^-3
KB = const.k / HARTREE_J                  # hartree per kelvin

# Rough typical inputs for a heavily phosphorus-doped silicon resonator
density_cm3, temperature = 1e20, 300.0
m_l, m_t, xi_ev, c_prime_gpa = 0.92, 0.19, 9.0, 51.0
kappa, alpha_per_ev = 11.7, 0.5           # permittivity, nonparabolicity
mobility_cm2, m_cond = 100.0, 3 / (1 / m_l + 2 / m_t)
lattice_nm, tau_iv, frequency = 0.543, 1e-12, 1e8

n = density_cm3 * CM3
xi = xi_ev * EV
m_d = (m_l * m_t**2)**(1 / 3)
dos_coeff = np.sqrt(2) * m_d**1.5 / pi**2  # one valley: g(E) = dos_coeff sqrt(E)
axes = np.repeat(np.eye(3), 2, axis=0)     # opposite valleys share an axis


def fermi(dens):
    k = (pi**2 * dens / 2)**(1 / 3)
    return k, k**2 / (2 * m_d)


def softening(dens):
    return -m_d * xi**2 * (dens / (2 * pi**4))**(1 / 3)


def valley_shifts(strain):
    return xi * np.einsum('vi,ij,vj->v', axes, strain, axes)


def fill_cold(dens, strain):
    """Fill six shifted valleys at T = 0; return populations and energy."""
    d = valley_shifts(strain)
    ef = fermi(dens)[1]

    def pops(mu):
        return 2 / 3 * dos_coeff * np.maximum(mu - d, 0)**1.5
    mu = brentq(lambda m: pops(m).sum() - dens, d.min(), d.max() + 4 * ef,
                xtol=1e-17, rtol=1e-14)
    p = pops(mu)
    kinetic = 2 / 5 * dos_coeff * np.maximum(mu - d, 0)**2.5
    return p, (kinetic + d * p).sum()


nodes, weights = np.polynomial.legendre.leggauss(400)


def valley_thermal(mu, kt):
    """Density, d(density)/d(mu), grand potential of one valley (E = x^2)."""
    top = np.sqrt(max(mu, 0) + 45 * kt)
    x, w = top * (nodes + 1) / 2, top * weights / 2
    z = (mu - x**2) / kt
    f = np.exp(-np.logaddexp(0, -z))
    g = 2 * dos_coeff * x**2 * w
    return (g @ f, g @ (f * (1 - f)) / kt, -kt * (g @ np.logaddexp(0, z)))


def thermal_mu(dens, kt, d):
    ef = fermi(dens)[1]
    return brentq(lambda m: sum(valley_thermal(m - s, kt)[0] for s in d) - dens,
                  min(d) - 60 * kt, max(d) + 4 * ef + 20 * kt,
                  xtol=1e-17, rtol=1e-14)


def free_energy(dens, kt, strain):
    d = valley_shifts(strain)
    mu = thermal_mu(dens, kt, d)
    return mu * dens + sum(valley_thermal(mu - s, kt)[2] for s in d)


def thermal_softening(dens, temp):
    kt = KB * temp
    mu = thermal_mu(dens, kt, [0.0])if False else thermal_mu(dens, kt, np.zeros(6))
    return -xi**2 * valley_thermal(mu, kt)[1]


def second_difference(energy, strain):
    return energy(strain) + energy(-strain) - 2 * energy(0 * strain)


k_f, e_f = fermi(n)
g_v = m_d * k_f / pi**2
dc_cold = softening(n)

# Elastic energy of a traceless diagonal strain equals C' times sum of squares
c11, c12, e1, e2 = sp.symbols('c11 c12 e1 e2')
ev = sp.Matrix([e1, e2, -e1 - e2])
stiff = sp.Matrix(3, 3, lambda i, j: c11 if i == j else c12)
elastic = (ev.T * stiff * ev)[0] / 2
assert sp.expand(elastic - (c11 - c12) / 2 * ev.dot(ev)) == 0

# Count k-cells inside one ellipsoid (one octant, times eight, two spins)
kt_max, kl_max = np.sqrt(2 * m_t * e_f), np.sqrt(2 * m_l * e_f)
cell = kt_max / 90
kt_ax = (np.arange(91) + 0.5) * cell
kl_ax = (np.arange(int(kl_max / cell) + 2) + 0.5) * cell
band = (kl_ax[:, None, None]**2 / (2 * m_l)
        + (kt_ax[None, :, None]**2 + kt_ax[None, None, :]**2) / (2 * m_t))
counted = 2 * 8 * np.count_nonzero(band < e_f) * cell**3 / (2 * pi)**3
assert abs(counted / (n / 6) - 1) < 3e-3

# Curvature of the explicitly filled valleys for different strain shapes
step = 1e-4
tetragonal = np.diag([-0.5, -0.5, 1.0])
orthorhombic = np.diag([1.0, -1.0, 0.0])


def cold_energy(strain):
    return fill_cold(n, strain)[1]


numeric_dc = []
for shape in (tetragonal, orthorhombic):
    curvature = second_difference(cold_energy, step * shape)
    numeric_dc.append(curvature / (2 * step**2 * np.sum(shape**2)))
    assert abs(numeric_dc[-1] / dc_cold - 1) < 1e-3
uniaxial = second_difference(cold_energy, step * np.diag([1.0, 0, 0])) / step**2
assert abs(uniaxial / (4 / 3 * dc_cold) - 1) < 1e-3       # change of C11
bulk = second_difference(cold_energy, step * np.eye(3)) / step**2
assert abs(bulk / dc_cold) < 1e-5                          # no bulk term
shear_xy = np.array([[0, 1.0, 0], [1.0, 0, 0], [0, 0, 0]])
assert abs(second_difference(cold_energy, step * shear_xy) / step**2) \
    < 1e-5 * abs(dc_cold)                                  # no C44 term
eightfold = second_difference(lambda s: fill_cold(8 * n, s)[1],
                              step * tetragonal) / (3 * step**2)
assert abs(eightfold / numeric_dc[0] - 2) < 2e-3           # cube-root law
assert abs(dc_cold / (-n * xi**2 / (4 * e_f)) - 1) < 1e-10

# Strains at which the raised valleys are empty
s_plus = 2 / 3 * 1.5**(2 / 3) * e_f / xi
s_minus = 2 / 3 * 3**(2 / 3) * e_f / xi
for s_empty, sign, raised in ((s_plus, 1, 5), (s_minus, -1, 0)):
    assert fill_cold(n, sign * 0.99 * s_empty * tetragonal)[0][raised] > 0
    assert fill_cold(n, sign * 1.01 * s_empty * tetragonal)[0][raised] == 0
finite_s = 1e-3
secant = [(cold_energy(sg * finite_s * tetragonal) - cold_energy(0 * tetragonal))
          / (1.5 * finite_s**2) / dc_cold for sg in (1, -1)]

# Finite temperature: free-energy curvature, low-temperature and dilute limits
kt_use = KB * temperature
dc_warm = thermal_softening(n, temperature)
curv_warm = second_difference(lambda s: free_energy(n, kt_use, s),
                              2e-4 * tetragonal) / (3 * 2e-4**2)
assert abs(curv_warm / dc_warm - 1) < 1e-3
t_low = KB * 40 / e_f
drop = 1 - thermal_softening(n, 40.0) / dc_cold
assert abs(drop / (pi**2 / 12 * t_low**2) - 1) < 0.03
dilute = 1e16 * CM3
assert abs(thermal_softening(dilute, 300.0)
           / (-dilute * xi**2 / (6 * KB * 300)) - 1) < 2e-3
slope = (thermal_softening(n, temperature + 2)
         - thermal_softening(n, temperature - 2)) / 4
assert slope > 0


def exponent(dens, temp):
    h = 0.01
    return np.log(thermal_softening(dens * np.exp(h), temp)
                  / thermal_softening(dens * np.exp(-h), temp)) / (2 * h)


# Exchange in one ellipsoidal valley from the overlap of shifted Fermi seas.
# Momenta are scaled so that the sea is a sphere; the interaction is then
# anisotropic. k_s is a screening wave number held fixed.
gx, gw = np.polynomial.legendre.leggauss(80)


def exchange_density(dens_valley, k_s):
    k = (3 * pi**2 * dens_valley)**(1 / 3)
    x, wx = (gx + 1) / 2, gw / 2
    p = 2 * k * x
    overlap = k**3 / (6 * pi**2) * (1 - 1.5 * x + 0.5 * x**3)
    aniso = (m_t * (1 - gx**2) + m_l * gx**2) / m_d
    coulomb = 4 * pi / kappa / (p[:, None]**2 * aniso + k_s**2)
    radial = 2 * k * wx * p**2 * overlap / (4 * pi**2)
    return -(radial @ coulomb @ gw)


def exchange_curvature(k_s):
    nv, h = n / 6, 1e-3 * n / 6
    return (exchange_density(nv + h, k_s) + exchange_density(nv - h, k_s)
            - 2 * exchange_density(nv, k_s)) / h**2


r_t, r_l = m_t / m_d, m_l / m_d
shape_factor = np.arctan(np.sqrt((r_l - r_t) / r_t)) / np.sqrt(r_t * (r_l - r_t))
x_bare = shape_factor * m_d / (pi * kappa * k_f)
assert abs(-g_v * exchange_curvature(0.0) / x_bare - 1) < 1e-4
bare_gain = 1 / (1 - x_bare)
k_screen = np.sqrt(4 * pi * 6 * g_v / kappa)
screened_gain = 1 / (1 + g_v * exchange_curvature(k_screen))
assert 1 < screened_gain < bare_gain

# Direct minimization over the transferred population, bare exchange included
c_x = -exchange_density(n / 6, 0.0) / (n / 6)**(4 / 3)


def minimized_energy(s):
    def energy(y):
        a, b = n / 6 * (1 + y), n / 6 * (1 - 2 * y)
        total = 0.0
        for count, dens, shift in ((4, a, -xi * s / 2), (2, b, xi * s)):
            kinetic = (3 * pi**2)**(2 / 3) * 3 / (10 * m_d) * dens**(5 / 3)
            total += count * (kinetic - c_x * dens**(4 / 3) + shift * dens)
        return total / (n * e_f)
    res = minimize_scalar(energy, bounds=(-0.2, 0.2), method='bounded',
                          options={'xatol': 1e-10})
    return res.fun * n * e_f


s_x = 3e-4
dc_exchange = (minimized_energy(s_x) + minimized_energy(-s_x)
               - 2 * minimized_energy(0.0)) / (3 * s_x**2)
assert abs(dc_exchange / (dc_cold * bare_gain) - 1) < 3e-3

# Nonparabolic band E(1 + alpha E) = k^2/(2 m_d), at the same density
alpha = alpha_per_ev / EV
nonpar_gain = np.sqrt(1 + 4 * alpha * e_f)
e_np = (nonpar_gain - 1) / (2 * alpha)


def density_np(e):
    return (2 * m_d * e * (1 + alpha * e))**1.5 / (3 * pi**2)


h_e = 1e-4 * e_np
g_np = (density_np(e_np + h_e) - density_np(e_np - h_e)) / (2 * h_e)
assert abs(g_np / g_v / nonpar_gain - 1) < 1e-6

# In-phase response of exponentially relaxing populations
lag_test = 0.7
in_phase = quad(lambda u: np.exp(-u) * np.cos(lag_test * u), 0, 60)[0]
assert abs(in_phase - 1 / (1 + lag_test**2)) < 1e-8
omega_tau = 2 * pi * frequency * tau_iv

tau_m = mobility_cm2 * 1e-4 * m_cond * const.m_e / const.e
broadening_ev = const.hbar / (2 * tau_m) / const.e
broad_gain = np.sqrt(1 + 1j * broadening_ev * EV / e_f).real
site_density = 8 / (lattice_nm * 1e-7)**3
dc0, dc300 = dc_cold * GPA, dc_warm * GPA

print(f"electron density n = {density_cm3:.1e} cm^-3 = {n:.4e} bohr^-3")
print(f"temperature = {temperature:.0f} K, kT = {kt_use / EV:.5f} eV")
print(f"m_l = {m_l}, m_t = {m_t}, m_d = {m_d:.4f} electron masses")
print(f"Xi_u = {xi_ev} eV = {xi:.5f} hartree")
print(f"undoped C' = {c_prime_gpa} GPa")
print(f"k_F = {k_f:.5f} bohr^-1 = {k_f / BOHR * 1e-9:.4f} nm^-1")
print(f"E_F = {e_f:.4e} hartree = {e_f / EV:.5f} eV")
print(f"E_F/kT = {e_f / kt_use:.3f}")
print(f"g_v = {g_v:.4e} hartree^-1 bohr^-3")
print(f"g_v = {g_v * EV / CM3:.4e} eV^-1 cm^-3")
print(f"k-grid count / (n/6) = {counted / (n / 6):.5f}")
print(f"dC' at 0 K, formula = {dc_cold:.4e} hartree/bohr^3 = {dc0:.3f} GPa")
print(f"dC' at 0 K, filled valleys, tetragonal = {numeric_dc[0] * GPA:.3f} GPa")
print(f"dC' at 0 K, filled valleys, orthorhombic = {numeric_dc[1] * GPA:.3f} GPa")
print(f"dC11 at 0 K = {4 * dc0 / 3:.3f} GPa, dC12 = {-2 * dc0 / 3:.3f} GPa")
print(f"ratio of dC' at 8n and n, filled valleys = {eightfold / numeric_dc[0]:.5f}")
print(f"dC'/C' at 0 K = {100 * dc0 / c_prime_gpa:.2f} percent")
print(f"dC' at 300 K = {dc300:.3f} GPa")
print(f"dC' at 300 K, free-energy curvature = {curv_warm * GPA:.3f} GPa")
print(f"dC'/C' at 300 K = {100 * dc300 / c_prime_gpa:.2f} percent")
freq_shift = np.sqrt(1 + dc300 / c_prime_gpa) - 1
print(f"frequency shift of pure C' mode, 300 K = {100 * freq_shift:.2f} percent")
print(f"thermal factor at 300 K = {dc_warm / dc_cold:.4f}")
sommerfeld = 1 - pi**2 / 12 * (kt_use / e_f)**2
print(f"low-temperature formula for that factor = {sommerfeld:.4f}")
print(f"slope d(dC')/dT at 300 K = {slope * GPA * 1e3:.3f} MPa/K")
print(f"slope over undoped C' = {slope * GPA / c_prime_gpa * 1e6:.1f} ppm/K")
print("n (cm^-3) | dC' 0 K (GPa) | dC' 300 K (GPa) | exponent 300 K")
for dens_cm3 in (1e18, 1e19, 5e19, 1e20, 2e20):
    dd = dens_cm3 * CM3
    print(f"{dens_cm3:.0e} | {softening(dd) * GPA:.3f} | "
          f"{thermal_softening(dd, 300.0) * GPA:.3f} | {exponent(dd, 300.0):.3f}")
print(f"emptying strain, s > 0 = {100 * s_plus:.3f} percent")
print(f"emptying strain, s < 0 = {100 * s_minus:.3f} percent")
print(f"energy / quadratic law at s = +0.001: {secant[0]:.4f}")
print(f"energy / quadratic law at s = -0.001: {secant[1]:.4f}")
print(f"relative permittivity = {kappa}, ellipsoid factor S = {shape_factor:.4f}")
print(f"bare-exchange gain at 0 K = {bare_gain:.4f}")
print(f"screening wave number / k_F = {k_screen / k_f:.3f}")
print(f"screened-exchange gain at 0 K = {screened_gain:.4f}")
print(f"nonparabolicity = {alpha_per_ev} eV^-1, gain = {nonpar_gain:.4f}")
print(f"mobility = {mobility_cm2:.0f} cm2/Vs, hbar/(2 tau) = {broadening_ev:.4f} eV")
print(f"density-of-states gain from broadening at fixed E_F = {broad_gain:.4f}")
print(f"linear-in-n scale n*Xi_u = {n * xi * GPA:.3f} GPa")
print(f"E_F/Xi_u = {100 * e_f / xi:.2f} percent")
print(f"dopant site fraction = {100 * density_cm3 / site_density:.3f} percent")
print(f"intervalley time = {tau_iv * 1e12:.0f} ps, f = {frequency / 1e6:.0f} MHz")
print(f"omega*tau = {omega_tau:.2e}, lost softening = {omega_tau**2:.1e}")
print("all assertions hold")
```

It prints:

```
electron density n = 1.0e+20 cm^-3 = 1.4818e-05 bohr^-3
temperature = 300 K, kT = 0.02585 eV
m_l = 0.92, m_t = 0.19, m_d = 0.3214 electron masses
Xi_u = 9.0 eV = 0.33074 hartree
undoped C' = 51.0 GPa
k_F = 0.04182 bohr^-1 = 0.7902 nm^-1
E_F = 2.7201e-03 hartree = 0.07402 eV
E_F/kT = 2.863
g_v = 1.3619e-03 hartree^-1 bohr^-3
g_v = 3.3776e+20 eV^-1 cm^-3
k-grid count / (n/6) = 1.00003
dC' at 0 K, formula = -1.4898e-04 hartree/bohr^3 = -4.383 GPa
dC' at 0 K, filled valleys, tetragonal = -4.383 GPa
dC' at 0 K, filled valleys, orthorhombic = -4.383 GPa
dC11 at 0 K = -5.844 GPa, dC12 = 2.922 GPa
ratio of dC' at 8n and n, filled valleys = 2.00001
dC'/C' at 0 K = -8.59 percent
dC' at 300 K = -3.845 GPa
dC' at 300 K, free-energy curvature = -3.845 GPa
dC'/C' at 300 K = -7.54 percent
frequency shift of pure C' mode, 300 K = -3.84 percent
thermal factor at 300 K = 0.8773
low-temperature formula for that factor = 0.8997
slope d(dC')/dT at 300 K = 3.281 MPa/K
slope over undoped C' = 64.3 ppm/K
n (cm^-3) | dC' 0 K (GPa) | dC' 300 K (GPa) | exponent 300 K
1e+18 | -0.944 | -0.083 | 0.987
1e+19 | -2.035 | -0.742 | 0.888
5e+19 | -3.479 | -2.592 | 0.637
1e+20 | -4.383 | -3.845 | 0.504
2e+20 | -5.523 | -5.257 | 0.407
emptying strain, s > 0 = 0.718 percent
emptying strain, s < 0 = 1.140 percent
energy / quadratic law at s = +0.001: 0.9892
energy / quadratic law at s = -0.001: 1.0095
relative permittivity = 11.7, ellipsoid factor S = 0.9486
bare-exchange gain at 0 K = 1.2475
screening wave number / k_F = 2.240
screened-exchange gain at 0 K = 1.0545
nonparabolicity = 0.5 eV^-1, gain = 1.0715
mobility = 100 cm2/Vs, hbar/(2 tau) = 0.0224 eV
density-of-states gain from broadening at fixed E_F = 1.0111
linear-in-n scale n*Xi_u = 0.144 GPa
E_F/Xi_u = 0.82 percent
dopant site fraction = 0.200 percent
intervalley time = 1 ps, f = 100 MHz
omega*tau = 6.28e-04, lost softening = 3.9e-07
all assertions hold
```
